# Comment on a claim of core correlation from all-electron cc-pVTZ: test program

```python
"""
Result under test: correlating the 1s electrons of nitrogen in the valence basis
cc-pVTZ recovers a small, uneven part of the core correlation energy and raises
the basis set superposition error (BSSE); tight functions, not mere basis size,
restore the missing energy.
Symbols: vv, cv, cc = MP2 energies of pairs with 0, 1, 2 core orbitals;
core = cv + cc; FC = frozen core; AE = all electrons correlated;
V = cc-pVTZ; CV = cc-pCVTZ; AUG = aug-cc-pVTZ; CVQ = cc-pCVQZ;
D = 2 E(N) - E(N2); ghost = partner's basis functions without its charge.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, mp, ao2mo

BOND = 1.10  # angstrom, chosen round value
MILLI = 1000.0
KJ_PER_HARTREE = (constants.physical_constants["Hartree energy"][0]
                  * constants.N_A / 1000.0)
BASES = {"V": "cc-pvtz", "CV": "cc-pcvtz",
         "AUG": "aug-cc-pvtz", "CVQ": "cc-pcvqz"}


def pair_classes(eri, coeffs, energies, nocc, ncore):
    """Explicit spin-orbital MP2 pair sums, sorted by number of core orbitals."""
    classes = np.zeros(3)
    for s, t in ((0, 0), (1, 1), (0, 1)):
        oi, oj = nocc[s], nocc[t]
        ci, cj = coeffs[s], coeffs[t]
        vi, vj = ci.shape[1] - oi, cj.shape[1] - oj
        g = ao2mo.general(eri, (ci[:, :oi], ci[:, oi:], cj[:, :oj], cj[:, oj:]),
                          compact=False).reshape(oi, vi, oj, vj)
        ei, ej = energies[s], energies[t]
        gap = (ei[:oi, None, None, None] - ei[None, oi:, None, None]
               + ej[None, None, :oj, None] - ej[None, None, None, oj:])
        if s == t:
            pairs = 0.25 * ((g - g.transpose(0, 3, 2, 1))**2 / gap).sum(axis=(1, 3))
        else:
            pairs = (g**2 / gap).sum(axis=(1, 3))
        number_core = ((np.arange(oi) < ncore).astype(int)[:, None]
                       + (np.arange(oj) < ncore).astype(int)[None, :])
        for k in range(3):
            classes[k] += pairs[number_core == k].sum()
    return classes


def compute(kind, basis, check=False):
    atoms = {"atom": "N 0 0 0",
             "ghost": f"N 0 0 0; ghost-N 0 0 {BOND}",
             "molecule": f"N 0 0 0; N 0 0 {BOND}"}[kind]
    molecule = kind == "molecule"
    mol = gto.M(atom=atoms, basis=BASES[basis], spin=0 if molecule else 3,
                unit="Angstrom", verbose=0)
    mf = scf.RHF(mol) if molecule else scf.UHF(mol)
    eri = mol.intor("int2e", aosym="s8")
    mf._eri = eri
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    if molecule:
        coeffs = (mf.mo_coeff, mf.mo_coeff)
        energies = (mf.mo_energy, mf.mo_energy)
    else:
        coeffs, energies = mf.mo_coeff, mf.mo_energy
    ncore = 2 if molecule else 1
    vv, cv, cc = pair_classes(eri, coeffs, energies, mol.nelec, ncore)
    if check:
        method = mp.MP2 if molecule else mp.UMP2
        frozen = method(mf, frozen=ncore).kernel()[0]
        full = method(mf).kernel()[0]
        assert abs(frozen - vv) < 1e-7
        assert abs(full - (vv + cv + cc)) < 1e-7
    return {"hf": mf.e_tot, "vv": vv, "cv": cv, "cc": cc, "core": cv + cc,
            "fc": mf.e_tot + vv, "ae": mf.e_tot + vv + cv + cc,
            "nao": mol.nao_nr(), "mol": mol, "core_orbital": coeffs[0][:, 0]}


def tightest_d_radius(mol):
    r2 = np.diag(mol.intor("int1e_r2"))
    norm = np.diag(mol.intor("int1e_ovlp"))
    loc = mol.ao_loc_nr()
    return min(np.sqrt(r2[loc[b]] / norm[loc[b]])
               for b in range(mol.nbas) if mol.bas_angular(b) == 2)


atom = {b: compute("atom", b, check=b in ("V", "CV")) for b in BASES}
ghost = {b: compute("ghost", b) for b in ("V", "CV")}
dimer = {b: compute("molecule", b, check=b == "V") for b in ("V", "CV")}

# Spatial reach of the basis compared with the core orbital
c1s = atom["CV"]["core_orbital"]
core_radius = np.sqrt(c1s @ atom["CV"]["mol"].intor("int1e_r2") @ c1s)
d_radius = {b: tightest_d_radius(atom[b]["mol"]) for b in ("V", "CV")}
assert core_radius < d_radius["CV"] < d_radius["V"]

# Amount and balance of the recovered core correlation
fraction = {x: atom["V"][x] / atom["CV"][x] for x in ("cc", "cv", "core")}
assert 0 < fraction["core"] < 0.5
assert abs(fraction["cc"] - fraction["cv"]) > 0.03
quad_fraction = {b: atom[b]["core"] / atom["CVQ"]["core"] for b in ("V", "CV")}
assert quad_fraction["V"] < 0.5 and quad_fraction["CV"] > 0.75

# Control: diffuse functions enlarge the basis but do not describe the core
tight_gain = atom["V"]["core"] - atom["CV"]["core"]
diffuse_gain = atom["V"]["core"] - atom["AUG"]["core"]
valence_gain = atom["V"]["vv"] - atom["CV"]["vv"]
assert atom["AUG"]["nao"] >= atom["CV"]["nao"]
assert abs(diffuse_gain) < 0.2 * tight_gain
assert abs(valence_gain) < tight_gain

# BSSE from total energies, for both atoms together
bsse, share, binding, core_binding, core_binding_cp = {}, {}, {}, {}, {}
for b in ("V", "CV"):
    bsse[b] = {m: 2 * (atom[b][m] - ghost[b][m]) for m in ("fc", "ae")}
    share[b] = (bsse[b]["ae"] - bsse[b]["fc"]) / (2 * abs(atom[b]["core"]))
    binding[b] = {m: 2 * atom[b][m] - dimer[b][m] for m in ("fc", "ae")}
    core_binding[b] = binding[b]["ae"] - binding[b]["fc"]
    core_binding_cp[b] = 2 * ghost[b]["core"] - dimer[b]["core"]
assert bsse["V"]["ae"] > bsse["V"]["fc"] > 0
assert share["V"] > share["CV"]
contamination = binding["CV"]["fc"] - binding["V"]["fc"]

print(f"N2 bond length: {BOND:.2f} angstrom")
print(f"rms radius of N 1s: {core_radius:.3f} bohr")
for b in ("V", "CV"):
    print(f"{BASES[b]} tightest d, rms radius: {d_radius[b]:.3f} bohr")
for b in BASES:
    a = atom[b]
    print(f"N {BASES[b]}: {a['nao']} basis functions")
    print(f"  MP2 vv, cv, cc: {a['vv']*MILLI:.3f}, {a['cv']*MILLI:.3f}, "
          f"{a['cc']*MILLI:.3f} mEh")
    print(f"  core = cv + cc: {a['core']*MILLI:.3f} mEh")
for x in ("cc", "cv", "core"):
    print(f"Fraction {x}, V relative to CV: {100*fraction[x]:.1f} %")
for b in ("V", "CV"):
    print(f"Core fraction, {b} relative to CVQ: {100*quad_fraction[b]:.1f} %")
print(f"Core energy gained by tight functions: {tight_gain*MILLI:.3f} mEh")
print(f"Core energy gained by diffuse functions: {diffuse_gain*MILLI:.3f} mEh")
print(f"Valence energy gained by tight functions: {valence_gain*MILLI:.3f} mEh")
for b in ("V", "CV"):
    increment = bsse[b]["ae"] - bsse[b]["fc"]
    print(f"{BASES[b]} BSSE of two atoms, FC: {bsse[b]['fc']*MILLI:.3f} mEh")
    print(f"{BASES[b]} BSSE of two atoms, AE: {bsse[b]['ae']*MILLI:.3f} mEh")
    print(f"  increase on unfreezing: {increment*MILLI:.3f} mEh")
    print(f"  borrowed share of core energy: {100*share[b]:.3f} %")
    print(f"  N2 core energy: {dimer[b]['core']*MILLI:.3f} mEh")
    print(f"  D(FC), D(AE): {binding[b]['fc']*MILLI:.3f}, "
          f"{binding[b]['ae']*MILLI:.3f} mEh")
    print(f"  core part of D: {core_binding[b]*MILLI:.3f} mEh "
          f"= {core_binding[b]*KJ_PER_HARTREE:.2f} kJ/mol")
    print(f"  core part of D, counterpoise: {core_binding_cp[b]*MILLI:.3f} mEh "
          f"= {core_binding_cp[b]*KJ_PER_HARTREE:.2f} kJ/mol")
mixed = binding["CV"]["ae"] - binding["V"]["fc"]
print(f"Mixed-basis D(AE,CV)-D(FC,V): {mixed*MILLI:.3f} mEh "
      f"= {mixed*KJ_PER_HARTREE:.2f} kJ/mol")
print(f"Valence contamination in it: {contamination*MILLI:.3f} mEh "
      f"= {contamination*KJ_PER_HARTREE:.2f} kJ/mol")
print("PASS")
```

Running it gives:

```
N2 bond length: 1.10 angstrom
rms radius of N 1s: 0.266 bohr
cc-pvtz tightest d, rms radius: 1.029 bohr
cc-pcvtz tightest d, rms radius: 0.351 bohr
N cc-pvtz: 30 basis functions
  MP2 vv, cv, cc: -95.931, -5.321, -4.873 mEh
  core = cv + cc: -10.194 mEh
N cc-pcvtz: 43 basis functions
  MP2 vv, cv, cc: -97.976, -13.212, -35.907 mEh
  core = cv + cc: -49.120 mEh
N aug-cc-pvtz: 46 basis functions
  MP2 vv, cv, cc: -97.485, -5.413, -5.206 mEh
  core = cv + cc: -10.619 mEh
N cc-pcvqz: 84 basis functions
  MP2 vv, cv, cc: -104.872, -15.307, -39.008 mEh
  core = cv + cc: -54.315 mEh
Fraction cc, V relative to CV: 13.6 %
Fraction cv, V relative to CV: 40.3 %
Fraction core, V relative to CV: 20.8 %
Core fraction, V relative to CVQ: 18.8 %
Core fraction, CV relative to CVQ: 90.4 %
Core energy gained by tight functions: 38.925 mEh
Core energy gained by diffuse functions: 0.425 mEh
Valence energy gained by tight functions: 2.045 mEh
cc-pvtz BSSE of two atoms, FC: 3.206 mEh
cc-pvtz BSSE of two atoms, AE: 7.410 mEh
  increase on unfreezing: 4.205 mEh
  borrowed share of core energy: 20.623 %
  N2 core energy: -25.711 mEh
  D(FC), D(AE): 364.084, 369.407 mEh
  core part of D: 5.323 mEh = 13.98 kJ/mol
  core part of D, counterpoise: 1.118 mEh = 2.94 kJ/mol
cc-pcvtz BSSE of two atoms, FC: 2.871 mEh
cc-pcvtz BSSE of two atoms, AE: 3.071 mEh
  increase on unfreezing: 0.201 mEh
  borrowed share of core energy: 0.204 %
  N2 core energy: -99.405 mEh
  D(FC), D(AE): 365.291, 366.456 mEh
  core part of D: 1.166 mEh = 3.06 kJ/mol
  core part of D, counterpoise: 0.965 mEh = 2.53 kJ/mol
Mixed-basis D(AE,CV)-D(FC,V): 2.373 mEh = 6.23 kJ/mol
Valence contamination in it: 1.207 mEh = 3.17 kJ/mol
PASS
```
